# At what volume do strained domes become favourable over pyramids?: test program

```python
"""Crossover between two strained-island shapes, pyramid (P) and dome (D).
Energy relative to the flat strained film: E = a V^(2/3) - b V, with a, b > 0.
Result under test: with da = a_D - a_P and db = b_D - b_P, the energies cross
at V_c = (da/db)^3 if da and db have the same sign, and domes win above V_c
and pyramids below it only if both da and db are positive.
Units: eV and nm. V is the island volume, mu = dE/dV.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc, e as charge


def energy(V, a, b):
    return a * V ** (2.0 / 3.0) - b * V


def slope_of_energy(V, a, b):
    step = 1e-3 * V
    return (energy(V + step, a, b) - energy(V - step, a, b)) / (2 * step)


def find_crossing(P, D):
    """Root search on the energies themselves, in the variable ln V."""
    def gap(x):
        V = np.exp(x)
        return (energy(V, *D) - energy(V, *P)) / V
    return np.exp(brentq(gap, np.log(1e-6), np.log(1e12)))


# ---- worked example: chosen model parameters (a in eV/nm^2, b in eV/nm^3)
P = (1.0, 0.20)
D = (2.5, 0.35)
da, db = D[0] - P[0], D[1] - P[1]
Vc = find_crossing(P, D)
assert abs(Vc / (da / db) ** 3 - 1) < 1e-8

# ---- classification by scanning the energies for random coefficients
rng = np.random.default_rng(7)
grid = np.logspace(-6, 12, 2000)
class_counts = {}
bound_counts = {True: 0, False: 0}
for _ in range(800):
    p = (rng.uniform(0.5, 3.0), rng.uniform(0.05, 0.5))
    d = (rng.uniform(0.5, 3.0), rng.uniform(0.05, 0.5))
    ra, rb = d[0] - p[0], d[1] - p[1]
    if abs(ra) < 0.05 or abs(rb) < 0.005:
        continue
    dome_wins = energy(grid, *d) < energy(grid, *p)
    changes = np.count_nonzero(dome_wins[1:] != dome_wins[:-1])
    assert changes == (1 if ra * rb > 0 else 0)
    assert dome_wins[-1] == (rb > 0)
    assert dome_wins[0] == (ra < 0)
    key = (ra > 0, rb > 0)
    class_counts[key] = class_counts.get(key, 0) + 1
    if ra > 0 and rb > 0:
        root = find_crossing(p, d)
        assert abs(root / (ra / rb) ** 3 - 1) < 1e-7
        below_film = bool(energy(root, *p) < 0)
        assert below_film == (d[0] / d[1] > p[0] / p[1])
        bound_counts[below_film] += 1
assert len(class_counts) == 4 and min(bound_counts.values()) > 0

# equal b: the smaller a wins at every size
assert np.all(energy(grid, 1.0, 0.2) < energy(grid, 2.5, 0.2))

# ---- volumes at which each shape becomes favourable against the film
V0 = {}
for name, c in (("P", P), ("D", D)):
    V0[name] = brentq(lambda V: energy(V, *c), 1.0, 1e5)
    assert abs(V0[name] / (c[0] / c[1]) ** 3 - 1) < 1e-8

# ---- chemical potentials
muP, muD = slope_of_energy(Vc, *P), slope_of_energy(Vc, *D)
for mu, c in ((muP, P), (muD, D)):
    assert abs(mu - (2 * c[0] / (3 * Vc ** (1 / 3)) - c[1])) < 1e-6
assert abs((muD - muP) + db / 3) < 1e-6
Vmu = brentq(lambda V: slope_of_energy(V, *D) - slope_of_energy(V, *P),
             1.0, Vc)
assert abs(Vmu / Vc - 8 / 27) < 1e-5

# moving a finite 1 nm^3 from a pyramid to a dome, both starting at V_c;
# the tolerance covers the second-order term of this finite transfer
moved = 1.0
transfer = (energy(Vc - moved, *P) + energy(Vc + moved, *D)
            - energy(Vc, *P) - energy(Vc, *D))
assert transfer < 0 and abs(transfer / (-db / 3 * moved) - 1) < 2e-3

# ---- sensitivity of the crossover to the dome relaxation coefficient
D_more = (D[0], D[1] + 0.01)
Vc_more = find_crossing(P, D_more)
assert Vc_more < Vc


# ---- elastic relaxation of shallow square pyramids on a soft substrate
def relaxation(side, slope, n=1024):
    """Return volume and relaxation energy (stress and modulus set to 1)."""
    x = np.arange(n) - n // 2
    X, Y = np.meshgrid(x, x, indexing="ij")
    h = slope * np.maximum(0, side / 2 - np.maximum(abs(X), abs(Y)))
    k1 = 2 * np.pi * np.fft.fftfreq(n)
    KX, KY = np.meshgrid(k1, k1, indexing="ij")
    K = np.hypot(KX, KY)
    K[0, 0] = 1.0            # the force vanishes at zero wave number
    H = np.fft.fft2(h)
    work = 0.0
    for comp in (KX, KY):
        force = 1j * comp * H
        displacement = force / K
        work += np.sum((np.conj(force) * displacement).real)
    return h.sum(), 0.5 * work / n ** 2


vol_ref, rel_ref = relaxation(160.0, 0.1)
vol_small, rel_small = relaxation(80.0, 0.1)
vol_steep, rel_steep = relaxation(160.0 / 2 ** (1 / 3), 0.2)
size_ratio = (rel_ref / vol_ref) / (rel_small / vol_small)
steep_ratio = (rel_steep / vol_steep) / (rel_ref / vol_ref)
# tolerances cover the finite grid and the periodic images
assert abs(vol_steep / vol_ref - 1) < 0.01
assert abs(size_ratio - 1) < 0.01
assert abs(steep_ratio - 2) < 0.02

# ---- output
bohr_nm = pc["Bohr radius"][0] * 1e9
hartree_eV = pc["Hartree energy"][0] / charge
print(f"a_P = {P[0]:.2f} eV/nm^2, b_P = {P[1]:.2f} eV/nm^3")
print(f"a_D = {D[0]:.2f} eV/nm^2, b_D = {D[1]:.2f} eV/nm^3")
print(f"da = {da:.2f} eV/nm^2, db = {db:.2f} eV/nm^3")
print(f"da/db = {da / db:.3f} nm")
print(f"crossover volume V_c (root search) = {Vc:.2f} nm^3")
print(f"V_c = {Vc / bohr_nm ** 3:.4e} bohr^3")
print(f"common energy at V_c = {energy(Vc, *P):.3f} eV")
print(f"common energy at V_c = {energy(Vc, *P) / hartree_eV:.4f} hartree")
for V in (500.0, 2000.0):
    print(f"V = {V:.0f} nm^3: E_P = {energy(V, *P):.2f} eV, "
          f"E_D = {energy(V, *D):.2f} eV")
for name, c in (("P", P), ("D", D)):
    print(f"a_{name}/b_{name} = {c[0] / c[1]:.3f} nm, "
          f"E_{name} = 0 at V = {V0[name]:.1f} nm^3")
print(f"mu_P at V_c = {muP:.4f} eV/nm^3")
print(f"mu_D at V_c = {muD:.4f} eV/nm^3")
print(f"mu_D - mu_P at V_c = {muD - muP:.4f} eV/nm^3")
print(f"equal chemical potentials at V = {Vmu:.1f} nm^3")
print(f"ratio of that volume to V_c = {Vmu / Vc:.4f}")
print(f"energy change, {moved:.0f} nm^3 moved P to D = {transfer:.4f} eV")
print(f"V_c with b_D = {D_more[1]:.2f} eV/nm^3: {Vc_more:.1f} nm^3")
print(f"relative change of V_c = {100 * (Vc_more / Vc - 1):.1f} percent")
print("Elastic relaxation per volume, shallow pyramids (ratios):")
print(f"  volume x {vol_ref / vol_small:.2f}, same slope: {size_ratio:.4f}")
print(f"  slope x 2, same volume: {steep_ratio:.4f}")
print(f"random pairs scanned = {sum(class_counts.values())}")
print(f"crossings below / above film energy = "
      f"{bound_counts[True]} / {bound_counts[False]}")
print("verified")
```

Output:

```
a_P = 1.00 eV/nm^2, b_P = 0.20 eV/nm^3
a_D = 2.50 eV/nm^2, b_D = 0.35 eV/nm^3
da = 1.50 eV/nm^2, db = 0.15 eV/nm^3
da/db = 10.000 nm
crossover volume V_c (root search) = 1000.00 nm^3
V_c = 6.7483e+06 bohr^3
common energy at V_c = -100.000 eV
common energy at V_c = -3.6749 hartree
V = 500 nm^3: E_P = -37.00 eV, E_D = -17.51 eV
V = 2000 nm^3: E_P = -241.26 eV, E_D = -303.15 eV
a_P/b_P = 5.000 nm, E_P = 0 at V = 125.0 nm^3
a_D/b_D = 7.143 nm, E_D = 0 at V = 364.4 nm^3
mu_P at V_c = -0.1333 eV/nm^3
mu_D at V_c = -0.1833 eV/nm^3
mu_D - mu_P at V_c = -0.0500 eV/nm^3
equal chemical potentials at V = 296.3 nm^3
ratio of that volume to V_c = 0.2963
energy change, 1 nm^3 moved P to D = -0.0500 eV
V_c with b_D = 0.36 eV/nm^3: 824.0 nm^3
relative change of V_c = -17.6 percent
Elastic relaxation per volume, shallow pyramids (ratios):
  volume x 8.00, same slope: 0.9979
  slope x 2, same volume: 1.9999
random pairs scanned = 760
crossings below / above film energy = 83 / 98
verified
```
